# Zur–McGill coincidence cells: enumeration, lattice reduction and the price of low strain

A square film lattice with $a=4.00$ Å can be matched to a hexagonal substrate lattice with $b=3.00$ Å in a common cell of 210 Å$^2$ at a strain of 1.23%. Among record-low strains found as the cell grows, one at 561 Å$^2$ still has 0.74%, while the next, at 624 Å$^2$, has 0.074%. An area increase by a factor 2.7 gains less than a factor two, and a further 11% gains a factor ten. Two questions follow: how can a search be sure to miss no such cell, and what strain should one expect at a given area?

## Conventions

The film lattice $A$ and substrate lattice $B$ have primitive areas $a_A$ and $a_B$. A coincidence cell consists of a sublattice $A'\subset A$ of index $n$, a sublattice $B'\subset B$ of index $m$, and a linear map $F$ with $FA'=B'$. The index is the number of primitive cells in the supercell. The substrate is rigid, so the common cell has area $\Omega=m a_B$ and the film carries all the strain. The twist between the lattices is free.

Let $\lambda_1\ge\lambda_2$ be the principal stretches (singular values) of $F$, and define
$$s=\ln(\lambda_1\lambda_2),\qquad d=\ln(\lambda_1/\lambda_2).$$
Then $\ln\lambda_{1,2}=(s\pm d)/2$, and the norm of the logarithmic strain is
$$\eta=\sqrt{\ln^2\lambda_1+\ln^2\lambda_2}=\sqrt{(s^2+d^2)/2}.$$
Here $s$ measures area mismatch and $d$ shape mismatch. For small strains $\ln\lambda_i\approx\lambda_i-1$.

## Listing every sublattice once

Let $A$ have basis $\mathbf a_1,\mathbf a_2$. The $\mathbf a_1$ coefficients of all vectors in $A'$ form a subgroup of the integers, $i\mathbb Z$ with $i>0$. The vectors of $A'$ whose $\mathbf a_1$ coefficient vanishes are the multiples of some $k\mathbf a_2$, $k>0$. Choose a vector of $A'$ with coefficient $i$:
$$\mathbf u=i\mathbf a_1+j\mathbf a_2,\qquad \mathbf v=k\mathbf a_2 .$$
Subtracting a suitable multiple of $\mathbf u$ from any vector of $A'$ leaves a multiple of $\mathbf v$, so these two generate $A'$. Adding multiples of $\mathbf v$ to $\mathbf u$ changes $j$ by multiples of $k$, so $0\le j<k$ fixes $j$ uniquely. This is the Hermite normal form, and its index is $n=ik$. Each divisor $k$ of $n$ allows $k$ values of $j$, which gives
$$\sigma(n)=\sum_{k|n}k$$
sublattices. For $n=6$ this is $1+2+3+6=12$.

## Reduction

Describe a basis by $p=\mathbf u^2$, $q=\mathbf v^2$, $c=\mathbf u\cdot\mathbf v$. Its area is $\Delta=\sqrt{pq-c^2}$. Repeat these moves:

1. With $r$ the integer nearest $c/p$, replace $\mathbf v$ by $\mathbf v-r\mathbf u$. Then $q\to q-2rc+r^2p$ and $c\to c-rp$.
2. If $c<0$, reverse $\mathbf v$.
3. If $p>q$, exchange the vectors and repeat; otherwise stop.

Each exchange lowers $p$, and a lattice has finitely many vectors below a given length, so the loop ends, with
$$0\le 2c\le p\le q .$$
The result is unique. For integers $\alpha$ and $\beta\ne0$,
$$|\alpha\mathbf u+\beta\mathbf v|^2\ge\alpha^2p-|\alpha\beta|p+\beta^2q
=(\alpha^2-|\alpha\beta|+\beta^2)p+\beta^2(q-p)\ge q,$$
because the bracket is a positive integer and $\beta^2\ge1$. For $\beta=0$, $\alpha\neq0$, the squared length is at least $p$. Thus $p$ and $q$ are the successive minimal squared lengths, and $c=\sqrt{pq-\Delta^2}$ follows from the area.

## Strain from two reduced cells

Put the film basis vectors in the columns of $C$, and let $C'=FC$. The Gram matrices are $g=C^TC$ and $g'=C^TF^TFC$. Therefore
$$\lambda_1^2+\lambda_2^2=\mathrm{tr}(F^TF)=\mathrm{tr}(g^{-1}g')
=\frac{pq'+qp'-2cc'}{\Delta^2}.$$
Dividing by $2\lambda_1\lambda_2=2\Delta'/\Delta$ gives
$$\cosh d=\frac{\mathcal N}{2\Delta\Delta'},\qquad \mathcal N=pq'+qp'-2cc',
\qquad s=\ln\frac{m a_B}{n a_A}. \tag{1}$$

A supercell has infinitely many bases, and different pairings of bases can give different maps $F$. The reduced pairing has the smallest $\eta$. To see this, start from any pairing. Changing both bases by the same integer matrix leaves $F$ unchanged, so the substrate basis may be taken as reduced: $0\le2c'\le p'\le q'$. Now reduce the film basis alone. The areas stay fixed, and the changes in $\mathcal N$ are:

- reversing $\mathbf v$ when $c<0$: $\delta\mathcal N=4cc'\le0$;
- replacing $\mathbf v$ by $\mathbf u-\mathbf v$ when $2c>p$: here $c\to p-c$ and $q\to q+p-2c$, so $\delta\mathcal N=(p-2c)(p'-2c')\le0$;
- exchanging the vectors when $p>q$: $\delta\mathcal N=(p-q)(p'-q')\le0$.

The rounding step, followed by the sign change, is a chain of the first two moves. Hence $d$ never increases on the way to the reduced pair, while $s$ is fixed by the indices. This also makes the comparison stable: if a small deformation relates two lattices, their reduced cells cannot differ by a larger $\eta$, even where rounding selects different basis vectors.

**Handedness.** Reversing one vector changes the orientation of the basis, so the optimal $F$ may contain a reflection. Suppose the film lattice has a mirror line, with reflection $S$. Then $SA'$ is also a sublattice of $A$ with index $n$, and $FS$ maps it to $B'$ with the same stretches and no reflection. A mirror line of the substrate lattice serves equally well. If both lattices are oblique, the match may require turning the film over. In the program's mirrored oblique pair, the reduced comparison gives zero strain to rounding, whereas rotations without reflection leave $\eta=0.29$. Such cases need a separate search over basis changes that preserve orientation.

## Search and pruning

Since $\eta\ge|s|/\sqrt2$, an index pair whose area mismatch already exceeds $\sqrt2$ times the current record can be skipped without examining shapes.

```
for each index up to its limit:
    list Hermite forms of film and substrate
    reduce each cell; store p, q, c divided by its area
record = eta_start
for m = 1 ... m_max:                  # increasing cell area
    best = none
    for n with |ln(m a_B/(n a_A))| < sqrt(2)*record:
        for each stored film shape of index n
            and substrate shape of index m:
                compute s, d, eta from equation (1)
                keep the lowest eta in best
    if best exists and best.eta < record:
        output best; record = best.eta
for each output cell:
    rebuild integer bases, make F orientation-preserving,
    check its singular values, extract the twist
```

The film index limit must cover $(m_{\max}a_B/a_A)e^{\sqrt2\,\eta_{\rm start}}$.

If acceptance is specified by lengths and angles, $F$ supplies bounds. Every length ratio lies between $\lambda_2$ and $\lambda_1$. A direction at angle $\theta$ to the first principal axis has its tangent multiplied by $\rho=\lambda_2/\lambda_1$, so apart from the rigid rotation it turns by $\delta$, where
$$\tan\delta=\frac{(1-\rho)\tan\theta}{1+\rho\tan^2\theta}
\le\frac{1-\rho}{2\sqrt\rho}=\sinh(d/2).$$
The maximum is at $\tan^2\theta=1/\rho$. An angle between two vectors changes by at most twice $\arctan\sinh(d/2)$.

## How strain falls with area

The counting estimate needs a measure of lattice shapes. Set $x_s=c/p$ and $y=\Delta/p$. Then $p=\Delta/y$, $c=\Delta x_s/y$, $q=\Delta(x_s^2+y^2)/y$, and (1) becomes
$$\cosh d=1+\frac{(x_s-x_s')^2+(y-y')^2}{2yy'}. \tag{2}$$
For nearby shapes $d^2\approx(dx_s^2+dy^2)/y^2$, so the area element belonging to $d$ is $dx_s\,dy/y^2$. Reduced shapes fill $0\le x_s\le1/2$, $x_s^2+y^2\ge1$, whose total area is
$$\int_0^{1/2}\frac{dx_s}{\sqrt{1-x_s^2}}=\frac{\pi}{6}.$$

Average over film shapes with this measure. Applying a fixed Hermite matrix to two film bases leaves the map between them, and hence $d$, unchanged; passing to a sublattice therefore preserves the area element. Each lattice has $\sigma(n)$ sublattices of index $n$. It also has $\sigma(n)$ superlattices of index $n$: if $A\supset A'$ is one, then $nA$ is an index-$n$ sublattice of $A'$, and conversely. Counting pairs $(A,A')$ from either end shows that the sublattice shapes are, on average, distributed with the same measure. The fraction within a small distance $D$ of a given substrate shape is thus $\pi D^2/(\pi/6)=6D^2$, if the boundary of the region is farther away than $D$.

The condition on $\eta$ gives $D^2=2\eta^2-s^2$. The mean of $\sigma(n)$ follows from writing $n=kl$:
$$\sum_{n\le N}\sigma(n)\approx\sum_l\frac{(N/l)^2}{2}=\frac{\zeta(2)N^2}{2},$$
which corresponds to $\sigma(n)\approx\zeta(2)n$. Let $R=a_A/a_B$. At fixed $n$, $m=Rn\,e^s$, so $dm\approx Rn\,ds$. Averaging also over a range of $R$, to smooth the integer steps, the number of matches below $\eta$ with $n\le N$ is
$$M\approx\zeta(2)^2R^2\int_0^N n^3dn\int_{-\sqrt2\eta}^{\sqrt2\eta}6(2\eta^2-s^2)\,ds .$$
The inner integral is $6\cdot\frac43(\sqrt2\eta)^3=16\sqrt2\,\eta^3$, and the outer one is $N^4/4$. With $x=\Omega/\sqrt{a_Aa_B}\approx N\sqrt R$,
$$M\approx4\sqrt2\,\zeta(2)^2x^4\eta^3=15.3\,x^4\eta^3. \tag{3}$$

This count includes repetitions. A match with its smallest common cell recurs in that cell's $\sigma(k)$ sublattices of index $k$, at the same strain. If the number of primitive matches is $P=c_Px^4\eta^3$, then $M(x)=\sum_k\sigma(k)P(x/k)$, so the constants differ by
$$\sum_k\frac{\sigma(k)}{k^4}=\sum_{k_1,k_2}\frac{k_1}{(k_1k_2)^4}=\zeta(3)\zeta(4)=1.301,$$
and $c_P=11.8$. The first match is expected when $P$ is of order one:
$$\eta\propto x^{-4/3}. \tag{4}$$
Halving the strain then costs a factor $2^{3/4}=1.68$ in area. If primitive matches were independent events, the median best strain would follow from $e^{-P}=1/2$ as $\eta=0.389\,x^{-4/3}$.

In the numerical comparison $N$ is replaced by $N+\tfrac12$, because a sum over integers $n\le N$ is approximated by an integral up to $N+\tfrac12$. At $N=40$ this raises the predicted count by 5%, and it enters the exponent and prefactor below as well. For 500 random lattice pairs with $n\le40$, the program then finds 0.925 times the number predicted by (3) at $\eta<0.01$. With 500 pairs this ratio scatters by about 0.02 from sample to sample. The cut-off of neighbourhoods at the boundary of the reduced region lowers the expected count by about 5% at this $\eta$; together with the scatter, this accounts for the deficit. The median best strain gives an exponent of 1.41 between $n=12$ and $n=40$, against 1.33, and a prefactor of 0.412, with sampling uncertainties of about 0.03 and 0.01. The tests allow 15% in the count and 0.2 in the exponent; they support the law at this level, not its asymptotic limit.

## The square film on the hexagonal substrate

The primitive areas are 16.0000 and 7.7942 Å$^2$. The first record below 2% has $n=13$, $m=27$, film rows $(-1,-2),(5,-3)$ and substrate rows $(-3,3),(-5,-4)$. In Å$^2$, the film has
$$p=16(1+4)=80,\quad q=16(25+9)=544,\quad c=16(-5+6)=16.$$
For the hexagonal lattice, with basis vectors at 60°, a vector $(i,j)$ has squared length $9(i^2+ij+j^2)$. Thus $p'=81$, $q'=549$, and $c'=9[15-12+(12-15)/2]=13.5$. The areas are $\Delta=208$ Å$^2$ and $\Delta'=243\sqrt3/2=210.44417$ Å$^2$; the extra digits are needed because $\cosh d-1$ is a small difference. Hence
$$s=\ln\frac{210.444}{208}=0.01168,$$
$$\cosh d=\frac{43920+44064-432}{2(208)(210.44417)}=\frac{87552}{87544.78}=1+8.25\times10^{-5},$$
so $d=0.01285$ and $\eta=0.0123$. The principal strains are $+1.23\%$ and $-0.06\%$.

Selected records are:

| $n,m$ | area (Å$^2$) | $\eta$ (%) | estimate (%) |
|---|---:|---:|---:|
| 6, 12 | 93.5 | 5.18 | 7.46 |
| 13, 27 | 210.4 | 1.23 | 2.53 |
| 24, 49 | 381.9 | 0.82 | 1.14 |
| 35, 72 | 561.2 | 0.74 | 0.68 |
| 39, 80 | 623.5 | 0.074 | 0.59 |

The estimate allows for symmetry. The square and hexagonal lattices have 8 and 12 point operations. Inversion maps every sublattice to itself, leaving up to $4\times6=24$ equivalent pairs. Setting $P=24$ gives $\eta=(24/c_Px^4)^{1/3}$. This is a scale for one symmetric pair, not a bound or an ensemble average.

The last cell beats the estimate by a factor eight because of the chosen parameters. Along one direction $3a=4b=12$ Å with no mismatch. Perpendicular to it, $13a=52$ Å meets 20 substrate rows of spacing $\sqrt3\,b/2$, or $30\sqrt3=51.96$ Å. The single nonzero strain is $-0.074\%$. Changing $a$ by a fraction $\epsilon$ changes $s$ by about $-2\epsilon$, so a lattice parameter uncertain by 0.1% makes the value 0.074% unreliable: at $a=3.996$ and $4.004$ Å this cell has $\eta=0.10\%$ and $0.20\%$.

## Choosing a cell by elastic energy

For an isotropic film of thickness $t$ with a free surface, small strains satisfy $\varepsilon_1+\varepsilon_2=s$ and $\varepsilon_1-\varepsilon_2=d$. With Lamé constant $\Lambda$ and shear modulus $G$, the energy density is
$$U=\frac{\Lambda}{2}(s+\varepsilon_3)^2+G\left[\frac{s^2+d^2}{2}+\varepsilon_3^2\right].$$
Setting $\partial U/\partial\varepsilon_3=0$ gives $\varepsilon_3=-\Lambda s/(\Lambda+2G)$. Substitution gives
$$U=\frac{G\Lambda s^2}{\Lambda+2G}+\frac{G(s^2+d^2)}2
=\frac12(Ks^2+Gd^2),\quad K=\frac{G(3\Lambda+2G)}{\Lambda+2G}.$$
Using $\Lambda=2G\nu/(1-2\nu)$ and $G=E/[2(1+\nu)]$ yields $K=E/[2(1-\nu)]$. The energy per interface area is
$$w=\frac t2(Ks^2+Gd^2). \tag{5}$$
For fixed indices, the reduced pair minimises this too. Equation (5) assumes a homogeneously strained continuum film on a rigid substrate, and the moduli below are illustrative. A real film may instead relax through misfit dislocations or remain incommensurate; $w$ then measures the strain imposed by the periodic model rather than that of the real interface.

With $E=100$ GPa, $\nu=0.25$ and $t=10$ Å, $K=66.7$ GPa and $G=40$ GPa. For the 13, 27 cell, (5) gives $5(0.00910+0.00660)=0.0785$ GPa Å. Since 1 GPa Å is 6.24 meV/Å$^2$, $w=0.49$ meV/Å$^2$.

If (4) holds, $w$ falls roughly as $x^{-8/3}$ and the energy per cell, $w\Omega$, as $x^{-5/3}$. Individual records need not follow this: from 24, 49 to 35, 72 the energy per area falls from 0.194 to 0.142 meV/Å$^2$, but the energy per cell rises from 74 to 80 meV. The larger cell is a poor purchase if the calculation's cost grows steeply with atom number.

## Cost, precision and ambiguous results

There are about $\zeta(2)N^2/2$ shapes up to index $N$. With a fixed strain window $\eta_0$, the number of shape comparisons scales as $\eta_0x^4$. If the window shrinks with the record as in (4), the added work scales as $x^{-4/3}x^3dx$, giving a total proportional to $x^{8/3}$ at large $x$. Like (4), this is an average over the area ratio $R$; for equal primitive areas the pairs $n=m$ have $s=0$ and are never skipped, and the work grows as $x^3$. Processing one index pair at a time limits the temporary table to $\sigma(n)\sigma(m)$ entries.

For small $d$, $\cosh d-1\approx d^2/2$. Double-precision rounding near $10^{-16}$ can therefore produce an apparent $d$ near $10^{-8}$ for identical shapes. Where this matters, use (2) as $\sinh^2(d/2)=[(x_s-x_s')^2+(y-y')^2]/(4yy')$. A small relative tolerance in the exchange test avoids needless swaps of vectors whose lengths differ only by rounding.

Equal strain does not imply equal twist. The 12, 24 record has 18 tied pairs, and the program reports one with a twist of 10.2°. The aligned rectangle $3a\times4a$, matched to $4b$ by six substrate rows, has the same indices and strains at zero twist. An implementation should retain such ties: interface bonding can distinguish them, but the lattice search cannot.

## Calculated quantities

```
sublattices of index 4 and 6: 7 12
reduced vs explicit strain, largest gap: 2.3e-13
mirrored oblique pair: eta with mirror 1.5e-08, rotation only 0.2925
stretches 1.06, 0.97: largest turning 2.5410 deg
ensemble: 500 pairs, n up to 40, eta < 0.01
matches found 20205, predicted 21834, ratio 0.925
count constant: all 15.306, primitive 11.765
repeat factor zeta(3)zeta(4): 1.3010
exponent from n = 12 to 40: 1.413 (law 1.333)
median eta*x^(4/3): found 0.412, Poisson 0.389
area factor for half the strain: 1.682
film a = 4.00 A, substrate b = 3.00 A
primitive areas: film 16.0000, substrate 7.7942 A^2
E = 100 GPa, nu = 0.25, t = 10 A
K = 66.667 GPa, G = 40.000 GPa
record cells: n, m, area/A^2, eta/%, s/%, d/%, copies, estimate/%
  5   9    70.15   9.683 -13.142   3.848   6  10.942
  6  12    93.53   5.180  -2.606   6.846  24   7.456
  7  15   116.91   4.077   4.293   3.848  24   5.538
 10  21   163.68   3.160   2.273   3.848  12   3.536
 12  24   187.06   2.606  -2.606   2.606  18   2.959
 13  27   210.44   1.228   1.168   1.285  24   2.529
 24  49   381.92   0.824  -0.544   1.031  12   1.142
 35  72   561.18   0.744   0.211   1.031  12   0.684
 39  80   623.54   0.074  -0.074   0.074   6   0.594
same cells: n, m, strains/%, twist/deg, w/(meV/A^2), w*area/meV
  5   9  -4.541  -8.144  15.000   37.7804   2650.22
  6  12   2.143  -4.616   1.813    7.2630    679.31
  7  15   4.155   0.223   4.107    5.6836    664.49
 10  21   3.108  -0.784  10.893    2.9235    478.52
 12  24   0.000  -2.572  10.208    2.2603    422.82
 13  27   1.234  -0.058   3.068    0.4900    103.11
 24  49   0.244  -0.784  10.893    0.1942     74.18
 35  72   0.623  -0.409   3.435    0.1420     79.67
 39  80   0.000  -0.074   0.000    0.0018      1.14
first cell below 2%: n = 13, m = 27
film rows: [[-1, -2], [5, -3]]  substrate rows: [[-3, 3], [-5, -4]]
```
